# Spreading Resistance of a Nanoscale Thermal Probe Contact on Silica

## Problem

A scanning thermal probe touches a flat sample of amorphous silica in vacuum. The contact is a disc of radius $a=10$ nm. The sample is treated as a half-space $z>0$ of uniform, isotropic conductivity $k=1.4$ W/(m K). Heat conduction is steady and obeys Fourier's law, and no heat crosses the surface outside the disc. Temperatures $T$ are measured as rises above the distant sample.

(a) The contact is isothermal, with temperature rise $\Delta T$, and passes a heat flow $Q$. Show that the diffusive spreading resistance $R=\Delta T/Q$ is near $1.8\times10^7$ K/W.

(b) How deep does the heated region reach on the axis?

(c) How does the resistance change if the heat flux, instead of the temperature, is uniform over the contact?

(d) The interface between probe and sample has a conductance per area $G=100$ MW/(m² K). What is the resistance of interface and sample together?

(e) Estimate the other main effects left out of part (a), for $Q=1.0$ µW.

## Solution

### (a) The isothermal contact

**A point source.** Let heat $Q$ enter at one point of the insulated surface. By symmetry it flows radially, so none of it crosses the surface elsewhere. The same $Q$ passes through every hemisphere of radius $s$ and area $2\pi s^2$:

$$
-k\frac{dT}{ds}\,2\pi s^2=Q .
$$

Integrating inward from infinity, where $T=0$, gives

$$
T(s)=\frac{Q}{2\pi k s}.
$$

**Many sources.** The heat equation is linear, so a flux $q$ entering through the disc produces

$$
T(P)=\int_{\rm disc}\frac{q\,dA}{2\pi k s},
$$

where $s$ is the distance from the element $dA$ to the point $P$.

This field must carry the prescribed flux through the surface. A source at lateral distance $\rho$ from a point at depth $z$ has $s=\sqrt{\rho^2+z^2}$. Per unit source strength, the downward flux there is

$$
-k\frac{\partial}{\partial z}\frac{1}{2\pi ks}=\frac{z}{2\pi s^3}.
$$

Its integral over the whole plane is

$$
\int_0^\infty\frac{z\,2\pi\rho\,d\rho}{2\pi(\rho^2+z^2)^{3/2}}
=\left[-\frac{z}{\sqrt{\rho^2+z^2}}\right]_0^\infty=1 .
$$

The part from beyond a fixed $\rho_0$ is $z/\sqrt{\rho_0^2+z^2}$, which vanishes as $z\to0$. At the surface the kernel therefore picks out the local value: the flux is $q$ under the contact and zero outside it.

**Choosing the flux.** We need a $q(r)$ that makes $T$ the same everywhere on the disc. Try

$$
q(r)=\frac{Q}{2\pi a\sqrt{a^2-r^2}} .
$$

It carries the right total heat:

$$
\int_0^a q\,2\pi r\,dr=\frac{Q}{a}\Big[-\sqrt{a^2-r^2}\Big]_0^a=Q .
$$

To find the temperature at a point $P$ of the disc, use polar coordinates $(s,\phi)$ centred on $P$. Then $dA=s\,ds\,d\phi$, and the factor $s$ cancels the $1/s$ of the point source:

$$
T(P)=\frac{1}{2\pi k}\int d\phi\int q\,ds .
$$

The directions $\phi$ and $\phi+\pi$ together make one full chord through $P$. We may therefore integrate over full chords and let $\phi$ run from $0$ to $\pi$.

Let a chord lie at distance $p$ from the centre of the disc, and let $t$ be the position along it, measured from its midpoint. Then $r^2=p^2+t^2$. The half-length $c$ satisfies $c^2=a^2-p^2$, so $a^2-r^2=c^2-t^2$. With $t=c\sin u$,

$$
\int_{-c}^{c}\frac{dt}{\sqrt{c^2-t^2}}=\int_{-\pi/2}^{\pi/2}du=\pi .
$$

The chord length has dropped out. Every chord through every point gives the same value, and

$$
T(P)=\frac{1}{2\pi k}\,\frac{Q}{2\pi a}\,\pi\cdot\pi=\frac{Q}{4ka}.
$$

The contact is isothermal, as required.

**No other solution.** Suppose two fields satisfied the same conditions, and let $w$ be their difference. It vanishes on the contact, has no normal flux through the rest of the surface, and falls at least as fast as $1/s$ far away. Multiplying $\nabla^2w=0$ by $kw$ and integrating by parts turns $\int k|\nabla w|^2dV$ into a boundary integral of $kw\,\partial w/\partial n$. On the surface one factor or the other is zero. On a distant hemisphere the integral scales as $s^{-1}s^{-2}s^2\to0$. The rim adds nothing, because the temperature is finite there and the flux singularity is integrable. Hence $\nabla w=0$, and since $w=0$ on the contact, $w=0$ everywhere.

**Result.**

$$
\boxed{R=\frac{1}{4ka}}
$$

For the given contact,

$$
R=\frac{1}{4(1.4)(10\times10^{-9})}\ \frac{\rm K}{\rm W}
=1.79\times10^7\ \text{K/W},
$$

or 17.9 K/µW, which is near $1.8\times10^7$ K/W as stated. A heat flow of 1.0 µW raises the contact by 17.9 K.

As an independent test, the contact was divided into rings of unknown flux, and the fluxes were solved for by requiring equal temperatures at the ring centres. This gave $Rka=0.25000$, in agreement with $1/4$.

The resistance scales as $1/a$, whereas heat flowing straight through a column of radius $a$ and fixed length, without spreading, would meet a resistance proportional to $1/a^2$. A smaller contact has less area, but the region in which the heat spreads is also proportionally thinner.

### (b) Depth of the heated region

A point on the axis at depth $z$ is at distance $\sqrt{r^2+z^2}$ from every element of the ring of radius $r$. Therefore

$$
T(z)=\int_0^a\frac{q\,2\pi r\,dr}{2\pi k\sqrt{r^2+z^2}}
=\frac{Q}{2\pi ka}\int_0^a\frac{r\,dr}{\sqrt{a^2-r^2}\sqrt{r^2+z^2}} .
$$

Put $u=\sqrt{a^2-r^2}$, so that $r\,dr=-u\,du$ and $r^2+z^2=a^2+z^2-u^2$. The integral becomes

$$
\int_0^a\frac{du}{\sqrt{a^2+z^2-u^2}}
=\arcsin\frac{a}{\sqrt{a^2+z^2}}=\arctan\frac az .
$$

Dividing by $\Delta T=Q/(4ka)$ gives

$$
\frac{T(z)}{\Delta T}=\frac{2}{\pi}\arctan\frac az .
$$

At $z=a=10$ nm the rise has halved. It reaches 10% at $z=a/\tan(0.05\pi)=63$ nm. For $z\gg a$ the arctangent tends to $a/z$ and $T\to Q/(2\pi kz)$, the point-source field: far away, the shape of the contact no longer matters.

### (c) Uniform flux

Now let $q=q_0=Q/(\pi a^2)$. The contact temperature varies with position, so a resistance has a meaning only after one says which temperature is used.

At the centre,

$$
T_{\rm centre}=\int_0^a\frac{q_0\,2\pi r\,dr}{2\pi kr}=\frac{q_0a}{k},
\qquad
\frac{T_{\rm centre}}{Q}=\frac{1}{\pi ka}=2.27\times10^7\ \text{K/W}.
$$

From a point on the edge, a chord at angle $\phi$ to the inward radius has length $2a\cos\phi$, so

$$
T_{\rm edge}=\frac{q_0}{2\pi k}\int_{-\pi/2}^{\pi/2}2a\cos\phi\,d\phi
=\frac{2q_0a}{\pi k}.
$$

For the mean temperature, define

$$
D=\int qT\,dA=\iint\frac{q\,q'}{2\pi ks}\,dA\,dA' .
$$

Build the uniformly heated disc from radius $0$ to $a$. Adding a ring of area $2\pi b\,db$ to a disc of radius $b$ creates new pairs of elements, one in the ring and one in the disc. Each pair occurs twice in the double integral, so

$$
dD=2q_0\,\frac{2q_0b}{\pi k}\,2\pi b\,db=\frac{8q_0^2b^2}{k}\,db,
\qquad
D=\frac{8q_0^2a^3}{3k}.
$$

Since $q_0$ is constant, $D=Q\,T_{\rm mean}$. With $q_0=Q/(\pi a^2)$,

$$
R_{\rm mean}=\frac{D}{Q^2}=\frac{8}{3\pi^2ka}=1.93\times10^7\ \text{K/W}.
$$

This is 8.1% above the isothermal value. The contact condition therefore matters at the level of the second digit.

### (d) Adding the interface

Let the probe side of the interface have a uniform temperature $T_p$ and the sample side a temperature $T$ that may vary. The flux is $q=G(T_p-T)$, or

$$
T+\frac qG=T_p .
$$

If the flux were uniform, the interface alone would contribute

$$
R_i=\frac{1}{G\pi a^2}=3.18\times10^7\ \text{K/W},
$$

which is 1.78 times the spreading resistance. The real flux is neither uniform nor that of part (a), so $R_i+R$ is not the exact total. The total can, however, be bracketed.

**A minimum principle.** For any flux carrying the total $Q$, define

$$
F[q]=D[q]+\int\frac{q^2}{G}\,dA .
$$

Let $q_*$ be the true flux and $q=q_*+\delta$, with $\int\delta\,dA=0$. The kernel in $D$ is symmetric in its two points, so

$$
F[q]=F[q_*]+2\int\delta\left(T_*+\frac{q_*}{G}\right)dA+F[\delta].
$$

The bracket equals the constant $T_p$, so the middle term vanishes. The last term is not negative: $D[\delta]$ equals $\int k|\nabla T_\delta|^2dV$, and the interface part is the integral of a square. The true flux therefore minimizes $F$, and the minimum is $F[q_*]=QT_p=Q^2R_{\rm tot}$.

**Upper bound.** Insert the uniform flux:

$$
R_{\rm tot}\le R_i+\frac{8}{3\pi^2ka}=5.11\times10^7\ \text{K/W}.
$$

**Lower bound.** Minimize the two terms separately. The same argument without the interface term shows that $D\ge Q^2/(4ka)$. The Cauchy–Schwarz inequality gives $\int q^2dA\ge Q^2/(\pi a^2)$. Thus

$$
R_{\rm tot}\ge R_i+\frac{1}{4ka}=4.97\times10^7\ \text{K/W}.
$$

Solving the coupled problem numerically with rings gives $R_{\rm tot}=5.10\times10^7$ K/W, between the bounds and closer to the upper one. The controlling number is $Ga/k=0.714$. When it is small, most of the temperature drop lies across the interface, $T\ll T_p$, and the flux $G(T_p-T)$ is nearly uniform. When it is large, the interface drop disappears and part (a) is recovered.

The ratio $R_i/R=4k/(\pi Ga)$ falls as the contact grows. With $k$ and $G$ held fixed, it reaches one at $a$ near 18 nm. Below that radius $R_i$ exceeds the isothermal spreading resistance of part (a).

### (e) Other effects

The material values below are rough, so the results are sizes of effects, not corrections to be applied digit by digit.

**The tip.** Model the probe as a long cone of half-angle $\theta=15^\circ$, with a rough conductivity $k_t=10$ W/(m K) for a silicon apex in which the boundaries scatter phonons. Treating each cross-section as isothermal,

$$
R_t=\int_0^\infty\frac{dx}{k_t\pi(a+x\tan\theta)^2}
=\frac{1}{\pi k_ta\tan\theta}\approx1.2\times10^7\ \text{K/W}.
$$

This is 0.67 of the spreading resistance, and it lies in series with it. For constant $k_t$, forcing the cross-sections to be isothermal underestimates the resistance by about 3%. Within a Fourier description the larger error has the other sign: boundary scattering weakens as the cone widens, so the conductivity rises away from the apex. If it rose in proportion to the local radius, $R_t$ would be halved. Fourier's law is itself marginal here. When the boundaries limit the phonon mean free path, that path is comparable with $a$, and a ballistic contribution at the apex can add resistance back. $R_t$ is therefore only an order-of-magnitude value.

**Ballistic transport.** Fourier's law needs heat carriers whose mean free path $\Lambda$ is short compared with $a$. In the simplest kinetic model, carriers of speed $v$ and heat capacity $C$ per volume move in random directions. A carrier brings energy from a distance $\Lambda\cos\vartheta$ along the gradient and moves along it at speed $v\cos\vartheta$. The average of $\cos^2\vartheta$ over all directions is $1/3$, so $k=Cv\Lambda/3$. With $C=1.6$ MJ/(m³ K) and $v=4000$ m/s,

$$
\Lambda=\frac{3k}{Cv}=0.66\ \text{nm}.
$$

If carriers crossed the contact without scattering, the one-way flux would be $Cv\Delta T$ times the directional average

$$
\frac{1}{4\pi}\int_0^{\pi/2}\cos\vartheta\,2\pi\sin\vartheta\,d\vartheta=\frac14 .
$$

The corresponding resistance is

$$
R_b=\frac{4}{Cv\pi a^2}\approx2.0\times10^6\ \text{K/W},
$$

about 11% of $R$. Since $R_b/R=16\Lambda/(3\pi a)$, the diffusive result loses its footing when $a$ approaches $\Lambda$. A single mean free path is a crude description of a glass. A measured $G$ may also already contain part of this effect, so $R_b$ should not simply be added to the total of part (d).

**Finite oxide thickness.** Suppose the silica is a film of thickness $h=300$ nm on an ideal heat sink. The conditions of no flux at $z=0$ and $T=0$ at $z=h$ are met by image sources at $z=2nh$ with signs $(-1)^n$, for $n=\pm1,\pm2,\dots$ For $h\gg a$ they shift the whole contact by nearly the same amount:

$$
\delta T=\frac{Q}{2\pi k}\,2\sum_{n=1}^\infty\frac{(-1)^n}{2nh}
=-\frac{Q\ln2}{2\pi kh}.
$$

The resistance changes by $-2.6\times10^5$ K/W, or $-1.5\%$. A real substrate and its interface with the oxide add some resistance back.

**Conductivity that depends on temperature.** Let $k(T)=k(1+\beta T)$ with a rough $\beta=0.1\%$/K. The heat flux is $-k\nabla\Theta$, where $\Theta=T+\beta T^2/2$. Thus $\Theta$ obeys the problem of part (a), and

$$
Q=4ka\,\Delta T\left(1+\frac{\beta\Delta T}{2}\right).
$$

To first order, $R$ changes by the fraction $-\beta\Delta T/2$, which is $-0.9\%$ for a rise of 17.9 K.

**Surface radiation.** A black surface near 300 K loses a flux $h_rT$ to its surroundings, with $h_r=4\sigma T_0^3$ and $T_0=300$ K. Compared with the conductive flux scale $kT/a$, this is the fraction $h_ra/k=4.4\times10^{-8}$. The surface temperature falls only as $1/s$, so the loss adds up over distances out to $k/h_r\approx0.2$ m. This multiplies the fraction by roughly $(2/\pi)\ln(k/h_ra)\approx11$ and lowers $R$ by about $5\times10^{-7}$ of its value on a sample that large, and by less on a smaller one. Radiation therefore has a negligible effect on the contact resistance. The estimate covers far-field radiation and leaves out near-field exchange with the probe.

### The result beside a real measurement

The conductivity used is typical of amorphous silica near room temperature, and a 10 nm contact radius is realistic for a sharp probe. The value of $G$ is a rough one for a solid contact and can differ severalfold with surface condition and pressure. In this example the assumption that fails most is perfect thermal contact: including the interface moves the resistance from $1.79\times10^7$ to $5.10\times10^7$ K/W, a factor of about 2.9. Adding the tip estimate in series gives roughly $6.3\times10^7$ K/W.

An instrument that senses the temperature above the tip would therefore respond to a resistance several times the spreading value. To extract $k$ from such a reading, the interface and tip contributions must be known or calibrated out. In air, conduction through the gas, and through any liquid bridge at the contact, would open parallel paths that this model does not contain. The values used here are listed in the numerical output.

## Values computed for the example and the checks

```
Contact radius: 10 nm
Sample conductivity: 1.4 W/(m K)
Heat flow: 1.0 uW
Isothermal spreading resistance: 1.786e+07 K/W
Same resistance: 17.86 K/uW
Contact temperature rise: 17.86 K
Collocation value of R k a: 0.25000 (dimensionless)
Uniform flux, mean-temperature resistance: 1.930e+07 K/W
Uniform flux, centre resistance: 2.274e+07 K/W
Mean uniform-flux excess: 8.1 %
Depth where axial rise is 10 percent: 63.1 nm
Rough interface conductance: 100 MW/(m^2 K)
Interface resistance: 3.183e+07 K/W
Interface over spreading: 1.78 (ratio)
Biot number G a/k: 0.714 (dimensionless)
Lower bound, interface plus sample: 4.969e+07 K/W
Solved interface plus sample: 5.099e+07 K/W
Upper bound, interface plus sample: 5.113e+07 K/W
Rough tip conductivity: 10 W/(m K)
Tip cone half-angle: 15 degrees
Tip resistance estimate: 1.19e+07 K/W
Tip over spreading: 0.67 (ratio)
Rough heat capacity: 1.6 MJ/(m^3 K)
Rough sound speed: 4000 m/s
Kinetic mean free path: 0.66 nm
Ballistic resistance estimate: 1.99e+06 K/W
Ballistic over spreading: 11.1 %
Example oxide thickness: 300 nm
Finite-film change in resistance: -2.63e+05 K/W
Finite-film relative change: -1.47 %
Rough relative conductivity slope: 0.1 %/K
Conductivity-slope change in resistance: -0.89 %
Surface temperature for radiation: 300 K
Far-field radiation ratio: 4.4e-08 (dimensionless)
```
